# How a 5 nm grating shift becomes a moire-fringe displacement

**Question**

I am stuck on an exercise about overlay measurement. Two line gratings lie on top of each other with their lines parallel. The upper one has a period of 1.1 µm and the lower one a period of 1.0 µm. The upper grating moves sideways by 5 nm, and I am to show that the moire fringes move by 50 nm.

I know that the moire period is \(1.1\times1.0/0.1=11\) µm. My first idea was that the magnification is the moire period divided by a grating period. With the lower period this gives 11 and a displacement of 55 nm; with the upper period it gives 10 and 50 nm. Why should one choose the upper period? In which direction do the fringes go? And does the result survive in a real target, where the gratings are separated by a film and the light crosses the upper one twice?

**Answer**

The period to use is that of the grating that moves. The reason, and the direction, come from following the phase of the fringe.

**Setting up the signs**

Let \(x\) run across the lines, and let \(p_u=1100\) nm and \(p_l=1000\) nm be the upper and lower periods. The upper grating moves by \(d\), positive toward \(+x\). The lower grating and the camera stay at rest. All distances are measured in the plane of the target, so the magnification of the microscope lens has been divided out. The periods are uniform, and the move is rigid.

Start with gratings in contact and keep the fundamental of each line pattern:

\[
T(x)=1+a\cos\alpha,\qquad \alpha=\frac{2\pi(x-d)}{p_u},
\]
\[
R(x)=1+b\cos\beta,\qquad \beta=\frac{2\pi x}{p_l}.
\]

The numbers \(a\) and \(b\) are modulation depths. The argument \(x-d\) is right for a move toward \(+x\): the line that was centred at \(x=0\) is now centred at \(x=d\).

Light that meets both gratings carries the product of the two patterns,

\[
TR=1+a\cos\alpha+b\cos\beta+ab\cos\alpha\cos\beta .
\]

The last term splits by the identity for a product of cosines:

\[
ab\cos\alpha\cos\beta=\frac{ab}{2}\cos(\beta-\alpha)+\frac{ab}{2}\cos(\beta+\alpha).
\]

The terms in \(\alpha\), \(\beta\) and \(\beta+\alpha\) vary over about a micrometre or less. If the microscope does not pass them, the slow term in \(\beta-\alpha\) remains on a uniform background. Its phase is

\[
\beta-\alpha=2\pi\left[\frac{x}{p_l}-\frac{x-d}{p_u}\right]
=2\pi\left[x\left(\frac1{p_l}-\frac1{p_u}\right)+\frac d{p_u}\right].
\]

The sign of the last term matters: subtracting \(-d/p_u\) has produced \(+d/p_u\).

**The period and the displacement**

The slow pattern repeats when the phase grows by \(2\pi\). Its period \(P\) therefore obeys

\[
\frac1P=\frac1{p_l}-\frac1{p_u}=\frac{p_u-p_l}{p_up_l},
\]
\[
P=\frac{p_up_l}{p_u-p_l}
=\frac{1100\times1000}{100}\ \text{nm}=11\,000\ \text{nm}.
\]

This length holds ten upper periods and eleven lower periods.

For positive \(ab\), a bright fringe sits where \(\beta-\alpha=0\). Before the move one such fringe is at \(x=0\). Let its position after the move be \(X\). Then

\[
\frac XP+\frac d{p_u}=0,
\]

and, on inserting \(P\),

\[
X=-\frac{P}{p_u}\,d=-\frac{p_l}{p_u-p_l}\,d .
\]

With the numbers of the exercise,

\[
X=-\frac{1000}{100}\times5\ \text{nm}=-50\ \text{nm}.
\]

The fringes move by 50 nm, **against** the motion of the upper grating. If \(ab\) is negative, bright and dark fringes change places, but both still move by \(X\).

**Seeing it without cosines**

Number the lines by \(m\), with upper line 0 and lower line 0 aligned before the move. After the move, upper line \(m\) is at \(d+mp_u\), and lower line \(m\) is at \(mp_l\). The distance from the lower to the upper line of the same number is

\[
d+m(p_u-p_l)=5\ \text{nm}+m\times100\ \text{nm}.
\]

It vanishes at \(m=-0.05\). There is no line with that number, but the smooth fringe interpolates between the lines. The interpolated place of coincidence is \(mp_l=-0.05\times1000=-50\) nm. The upper grating gives the same place: \(5-0.05\times1100=-50\) nm.

A move of 100 nm would bring the lines numbered \(-1\) into coincidence, at \(x=-1000\) nm. The factor is again \(-10\). The upper lines are more widely spaced, so a shift to the right is compensated by going to the left, where their accumulated lead over the lower lines is smaller.

**Where your 55 nm belongs**

Let the lower grating also move, by \(e\). Then \(\beta=2\pi(x-e)/p_l\), and the condition for the bright fringe becomes

\[
X\left(\frac1{p_l}-\frac1{p_u}\right)+\frac d{p_u}-\frac e{p_l}=0 .
\]

Multiply by \(p_up_l\):

\[
X(p_u-p_l)+p_ld-p_ue=0,
\]
\[
X=\frac{p_ue-p_ld}{p_u-p_l}=11e-10d .
\]

If the lower grating alone moves by 5 nm, the fringes move by \(+55\) nm. That is your other number, and it answers a different question.

The two signed factors, \(+11\) and \(-10\), have to add up to one, so their sizes differ by one. If both gratings move by 5 nm, the whole target has been translated, and the fringes must go with it: \(55-50=+5\) nm. Equal and opposite factors would leave the fringes at rest while the target moved beneath the camera.

These cases were also tested without the phase formula. Two gratings with rounded lines, each proportional to \(\exp(2\cos\phi)\) with \(\phi\) the phase of the grating, were multiplied. The product was blurred by a Gaussian of standard deviation 1.2 µm, and the brightest point was located numerically. It moved by \(-50.000\), \(+55.000\) and \(+5.000\) nm for an upper, a lower and a common move of 5 nm. These lines are not sinusoidal, so the result does not require pure cosines. It does require the high harmonics that share the moire frequency, discussed below, to be weak, as they are for these smooth lines. Sharp-edged lines in contact, blurred in the same way, miss the law by up to a few percent: the 5 nm move gives \(-50.8\) nm when the lines fill half of each period and \(-48.7\) nm when they fill 30%.

**A film between the gratings, and two passes**

In a reflecting target, light crosses the upper grating, meets the lower one, and crosses the upper one again. A grating of period \(p_u\) changes the lateral spatial frequency of a wave by \(m/p_u\), with \(m\) an integer. Shifting that grating by \(d\) multiplies this diffracted wave by \(\exp(-2\pi i m d/p_u)\).

Let \(M\) be the sum of the integers from all encounters with the upper grating, and \(N\) the sum for the lower. The wave that leaves has the lateral dependence

\[
\exp\left\{2\pi i\left[\frac{M(x-d)}{p_u}+\frac{Nx}{p_l}\right]\right\}.
\]

The film contributes factors that depend on the path but not on \(d\). For \(M=-1\), \(N=+1\) the bracket is

\[
x\left(\frac1{p_l}-\frac1{p_u}\right)+\frac d{p_u},
\]

which is the moire phase found above, divided by \(2\pi\). Interference of this wave with the undiffracted one gives the fringes. The film can change their contrast and add a constant offset, but the change of phase with \(d\) stays the same.

Other pairs can share this spatial frequency. An example is \(M=10\), \(N=-9\), since \(10/1.1-9=1/11\) per µm. Such a wave has a different dependence on \(d\), so the simple law needs these high orders to be weak.

A scalar wave calculation included them, together with repeated reflections between the gratings. Its light has a wavelength of 633 nm and arrives along the normal; the spacer is 300 nm thick and has index 1.46. Half of each period is line and half is gap. The upper bars transmit an amplitude of 0.5 and reflect 0.4, and their openings transmit fully. The lower grating has amplitude reflectances of 1.0 and 0.4. With an objective of numerical aperture 0.20, the computed image gave a fringe move of \(-50.000\) nm, so the competing orders are negligible for this target. The spacer suppresses them, because high orders decay while crossing it; the same gratings in contact give \(-49.4\) nm.

The aperture does the filtering. At normal incidence, a first order of period \(p\) leaves at an angle whose sine is \(\lambda/p\), where \(\lambda\) is the wavelength:

- upper grating: \(633/1100=0.575\), blocked;
- lower grating: \(633/1000=0.633\), blocked;
- moire order: \(633/11\,000=0.0575\), passed.

The fundamental fringe amplitude is 0.70 of the mean image intensity, so for this spacer the fringes are strong. The value depends on the thickness: at thicknesses sampled from 200 to 500 nm it ranges from about 0.2 to 0.9.

**What the magnification does and does not give**

Divide the displacement by the moire period:

\[
\frac{|X|}{P}=\frac{|d|}{p_u}=\frac{5}{1100}=\frac1{220}.
\]

The fringe moves by 1/220 of its own period, which is a phase change of \(360^\circ/220=1.64^\circ\). This phase does not depend on \(p_l\). Bringing the periods closer together increases the displacement in nanometres, but it stretches the fringes by the same factor. The gain is that a coarse image can carry the information; the phase still has to be read to a small fraction of a cycle.

In the limit \(p_l\to p_u\), both \(P\) and \(|X|\) grow without bound. At equal periods there is no fringe left to follow. The slow term becomes \((ab/2)\cos(2\pi d/p_u)\), a uniform brightness that changes with \(d\).

There is also a limit on range. A move by a full \(p_u=1100\) nm puts the upper lines back onto their old pattern, and the fringes look unchanged. Without other information, the move is unambiguous only within \(\pm550\) nm.

**Supplying a reference**

In a finished layer nobody watches the upper grating move. The 5 nm is a placement error, and the fringe position needs something to be compared with. A second target beside the first can have its periods exchanged: 1.0 µm above and 1.1 µm below. The general formula then gives

\[
X'=-\frac{1100}{1000-1100}\,d=+11d=+55\ \text{nm}.
\]

The separation of the two fringe patterns changes by

\[
X'-X=11d-(-10d)=21d=105\ \text{nm}.
\]

A common translation of everything moves both patterns equally and drops out of this difference.

**How the numbers compare with a real mark**

Micrometre periods, visible light and an oxide-like spacer of a few hundred nanometres are rough values in the regime of optical overlay marks on silicon wafers. The grating amplitudes are round model values. An aperture of 0.20 is low for an overlay microscope; with a larger one, individual lines may be resolved, and the image must then be filtered to remove the lines and keep the moire component. The model assumes symmetric lines, whereas etching and polishing can make real ones asymmetric. Suppose that this displaces the optical centre of the lower grating by 1 nm. The fringes then shift by \(+11\) nm, and dividing by \(-10\) gives a false upper displacement of \(-1.1\) nm. That is 22% of the 5 nm signal in size, for one target read against a fixed reference. With the pair of targets, the second pattern shifts by \(-10\) nm, the separation changes by \(-21\) nm, and the false overlay is \(-1.0\) nm, or 20%. The 1 nm is an assumed amount, so this shows the sensitivity and does not predict the error of a particular mark.

Two other errors can be sized for the same target.

*Period error.* Let the upper period be 1101 nm instead of 1100 nm, with the lower one unchanged. The displacement becomes

\[
X=-\frac{1000}{101}\times5\ \text{nm}=-49.5\ \text{nm}.
\]

Read with the nominal factor \(-10\), this is 4.95 nm, which is 1% below the true 5 nm. The period itself is wrong by only 0.09%, but the factor contains the small difference of the periods, and that has changed by 1%. This 1% applies to a move that is watched, or to the fringe at the place where the lines were aligned. The moire period also shrinks, to 10 901 nm, so in a finished layer the next fringe lies a further 99 nm from its nominal place and would read as about 15 nm instead of 5 nm.

*Illumination tilt.* If the tilt changes by 1 mrad between two readings, the wave model gives a fringe offset of 0.38 nm, or a false overlay of about 0.04 nm. This is for an image focused on the upper grating. The same calculation with no spacer gives no offset, so in focus the effect comes from the separation of the gratings, and its size belongs to this spacer and these reflectances: at thicknesses sampled from 200 to 500 nm it ranges from 0.05 to 0.8 nm. The 0.04 nm is for a single target; the exchanged target shifts by 0.42 nm in the same direction, so in the difference of the pair the false overlay falls to about 0.002 nm. Out of focus, a change of tilt shifts the image even without a spacer: for a defocus of 1 µm, by about 1 µm × 1 mrad = 1 nm. A tilt that stays at 1 mrad in both readings leaves the measured move at \(-50.000\) nm, because the offset is then the same before and after.

The wave model leaves out polarization, the thickness of the lines, and the reflection at the air–spacer surface in the openings. Adding that reflection lowers the fringe amplitude from 0.70 to 0.57 and leaves the move at \(-50.000\) nm. These can alter the contrast and the offsets, so its small tilt error is not an error budget for a real instrument. For your exercise, the answer is a displacement of 50 nm, directed opposite to the 5 nm move. The numerical output below lists the main results; the remaining model values are in the program.

## Computed values

```
upper period: 1100 nm
lower period: 1000 nm
upper grating move: +5.0 nm
moire period: 11000 nm
upper periods in one moire period: 10.0
lower periods in one moire period: 11.0
signed magnification, upper move: -10.00
fringe move, formula: -50.000 nm
fringe move, blurred peak: -50.000 nm
fringe move, wave image: -50.000 nm
phase change, size: 1.636 degrees
fringe move if only lower moves 5 nm: +55.000 nm
fringe move if both move 5 nm: +5.000 nm
fringe move, swapped periods: +55.000 nm
change of separation, two targets: +104.999 nm
unambiguous upper move: +/- 550 nm
wavelength: 633 nm
spacer thickness: 300 nm
spacer index: 1.46
objective numerical aperture: 0.20
sine of upper first-order angle: 0.575
sine of lower first-order angle: 0.633
sine of moire-order angle: 0.0575
fundamental fringe contrast, wave image: 0.701
assumed upper period error: +1.0 nm
fringe move with period error: -49.505 nm
overlay read with nominal factor: +4.9505 nm
assumed illumination tilt change: 1.0 mrad
fringe offset from tilt, size: 0.378 nm
false overlay from tilt, size: 0.0378 nm
fringe move at constant tilt: -50.000 nm
tilt offset without spacer, size: 0.0e+00 nm
```
